# The MP2 Hylleraas functional and its Fock term as a density trace: test program

```python
"""
Result under test: the Fock term of the MP2 Hylleraas functional,
<Psi1|F-E0|Psi1>, equals sum_pq f_pq D_pq, where D is the correlation part of
the unrelaxed density; at the MP2 solution this trace equals -E2.
Symbols: f Fock matrix; t doubles amplitudes; K[i,j,a,b] = (ia|jb);
i,j,k occupied and a,b,c virtual orbitals; J Hylleraas functional;
E2 second-order energy; Psi1 first-order wavefunction.
Spin-orbital formulas are checked in an explicit Fock space, closed-shell
formulas on CH4. Internal energies are in hartree, printed ones in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, mp

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def ein(spec, *arrays):
    return np.einsum(spec, *arrays, optimize=True)


# ---------- spin-orbital formulas ----------
def spin_density(t):
    d_occ = -0.5 * ein("jkab,ikab->ij", t.conj(), t)
    d_vir = 0.5 * ein("ijac,ijbc->ab", t.conj(), t)
    return d_occ, d_vir


def check_in_fock_space(n_occ=3, n_vir=4):
    """Compare the formulas with explicit operators acting on state vectors."""
    n = n_occ + n_vir
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    ann = []
    for p in range(n):
        op = np.eye(1)
        for q in range(n):
            factor = parity if q < p else (lower if q == p else np.eye(2))
            op = np.kron(op, factor)
        ann.append(op)
    cre = [op.T for op in ann]

    def random_complex(*shape):
        return rng.normal(size=shape) + 1j * rng.normal(size=shape)

    f = random_complex(n, n)
    f = f + f.conj().T          # occupied-virtual block deliberately nonzero
    w = random_complex(n, n, n, n)
    w = w - w.transpose(1, 0, 2, 3)
    w = w - w.transpose(0, 1, 3, 2)
    w = w + w.transpose(2, 3, 0, 1).conj()
    t = random_complex(n_occ, n_occ, n_vir, n_vir)
    t = t - t.transpose(1, 0, 2, 3)
    t = t - t.transpose(0, 1, 3, 2)

    ref = np.zeros(2**n, dtype=complex)
    ref[0] = 1.0
    for i in reversed(range(n_occ)):
        ref = cre[i] @ ref
    psi = np.zeros_like(ref)
    for i in range(n_occ):
        for j in range(n_occ):
            holes = ann[j] @ (ann[i] @ ref)
            for a in range(n_vir):
                for b in range(n_vir):
                    state = cre[n_occ + a] @ (cre[n_occ + b] @ holes)
                    psi += 0.25 * t[i, j, a, b] * state
    f_op = sum(f[p, q] * cre[p] @ ann[q] for p in range(n) for q in range(n))
    norm = np.vdot(psi, psi).real
    e_ref = np.trace(f[:n_occ, :n_occ]).real
    fock_direct = np.vdot(psi, f_op @ psi) - e_ref * norm

    density = np.array([[np.vdot(psi, cre[p] @ (ann[q] @ psi))
                         for q in range(n)] for p in range(n)])
    density[:n_occ, :n_occ] -= norm * np.eye(n_occ)
    d_occ, d_vir = spin_density(t)
    formula = np.zeros((n, n), dtype=complex)
    formula[:n_occ, :n_occ] = d_occ
    formula[n_occ:, n_occ:] = d_vir
    assert np.allclose(density, formula, atol=1e-9 * norm)
    fock_trace = np.sum(f * formula)
    assert abs(fock_direct - fock_trace) < 1e-10 * norm * n
    assert abs(np.trace(density)) < 1e-10 * norm
    assert abs(np.trace(d_vir) - 2 * norm) < 1e-10 * norm

    # The fluctuation operator contains two-body and one-body parts.
    v_ref = -f_op @ ref
    for r in range(n_occ):
        for s in range(n_occ):
            holes = ann[s] @ (ann[r] @ ref)
            for p in range(n):
                for q in range(n):
                    v_ref += 0.25 * w[p, q, r, s] * (cre[p] @ (cre[q] @ holes))
    linear = 0.25 * ein("ijab,abij->", t.conj(),
                        w[n_occ:, n_occ:, :n_occ, :n_occ])
    assert abs(np.vdot(psi, v_ref) - linear) < 1e-9 * (1 + abs(linear))
    return abs(fock_direct - fock_trace) / abs(fock_direct)


fock_space_error = check_in_fock_space()


# ---------- closed-shell formulas ----------
def tilde(t):
    return 2 * t - t.transpose(0, 1, 3, 2)


def closed_density(t):
    d_occ = -2 * ein("ikab,jkab->ij", tilde(t), t)
    d_vir = 2 * ein("ijac,ijbc->ab", tilde(t), t)
    return d_occ, d_vir


def fock_term(t, foo, fvv):
    d_occ, d_vir = closed_density(t)
    return np.sum(foo * d_occ) + np.sum(fvv * d_vir)


def hylleraas(t, K, foo, fvv):
    return 2 * np.sum(tilde(t) * K) + fock_term(t, foo, fvv)


def residual(t, K, foo, fvv):
    return (K + ein("ac,ijcb->ijab", fvv, t) + ein("bc,ijac->ijab", fvv, t)
            - ein("ik,kjab->ijab", foo, t) - ein("jk,ikab->ijab", foo, t))


def gaps(foo, fvv):
    o, v = np.diag(foo), np.diag(fvv)
    return (v[None, None, :, None] + v[None, None, None, :]
            - o[:, None, None, None] - o[None, :, None, None])


def rotate(x, u_occ, u_vir):
    return ein("ijab,ik,jl,ac,bd->klcd", x, u_occ, u_occ, u_vir, u_vir)


def energy_by_diagonalization(K, foo, fvv):
    e_occ, u_occ = np.linalg.eigh(foo)
    e_vir, u_vir = np.linalg.eigh(fvv)
    k_can = rotate(K, u_occ, u_vir)
    t_can = -k_can / gaps(np.diag(e_occ), np.diag(e_vir))
    return np.sum(tilde(t_can) * k_can)


# ---------- CH4 reference calculation ----------
bond_length = 1.09
x = bond_length / np.sqrt(3)
atoms = [("C", (0, 0, 0)), ("H", (x, x, x)), ("H", (x, -x, -x)),
         ("H", (-x, x, -x)), ("H", (-x, -x, x))]
mol = gto.M(atom=atoms, basis="cc-pvdz", unit="Angstrom", verbose=0)
scf.hf.MUTE_CHKFILE = True
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
mf.kernel()
assert mf.converged
no = mol.nelectron // 2
C = mf.mo_coeff
Co, Cv = C[:, :no], C[:, no:]
nv = Cv.shape[1]
f = C.T @ mf.get_fock() @ C
foo, fvv = f[:no, :no], f[no:, no:]
max_fov = np.max(np.abs(f[:no, no:]))
assert max_fov < 1e-6
K = ein("pqrs,pi,qa,rj,sb->ijab", mol.intor("int2e"), Co, Cv, Co, Cv)
gap = gaps(foo, fvv)
assert gap.min() > 0
t = -K / gap
E2 = np.sum(tilde(t) * K)
linear_term = 2 * E2
fock_value = fock_term(t, foo, fvv)
J_value = hylleraas(t, K, foo, fvv)
assert abs(fock_value + E2) < 1e-7
assert abs(J_value - E2) < 1e-7

# Independent MP2 energy and unrelaxed density from the library.
library = mp.MP2(mf)
library.kernel()
gamma = library.make_rdm1()
reference_density = np.diag([2.0] * no + [0.0] * nv)
library_trace = np.sum(f * (gamma - reference_density))
full_trace = np.sum(f * gamma)
reference_trace = 2 * np.trace(foo)
assert abs(library.e_corr - E2) < 1e-7
assert abs(library_trace - fock_value) < 1e-7

# Random amplitudes: spin summation, orbital invariance, derivative of J.
def random_amplitudes(scale):
    y = scale * rng.normal(size=t.shape)
    return 0.5 * (y + y.transpose(1, 0, 3, 2))


def spin_expand(y):
    one = np.eye(2)
    direct = ein("ijab,su,tv->isjtaubv", y, one, one)
    direct = direct.reshape(2 * no, 2 * no, 2 * nv, 2 * nv)
    return direct - direct.transpose(0, 1, 3, 2)


trial = t + random_amplitudes(0.001)
ds_occ, ds_vir = spin_density(spin_expand(trial))
spin_fock = (np.sum(np.kron(foo, np.eye(2)) * ds_occ)
             + np.sum(np.kron(fvv, np.eye(2)) * ds_vir))
assert abs(spin_fock - fock_term(trial, foo, fvv)) < 1e-9
spin_linear = 0.5 * np.sum(spin_expand(trial) * spin_expand(K))
assert abs(spin_linear - 2 * np.sum(tilde(trial) * K)) < 1e-9

q_occ = np.linalg.qr(rng.normal(size=(no, no)))[0]
q_vir = np.linalg.qr(rng.normal(size=(nv, nv)))[0]
J_rotated = hylleraas(rotate(trial, q_occ, q_vir), rotate(K, q_occ, q_vir),
                      q_occ.T @ foo @ q_occ, q_vir.T @ fvv @ q_vir)
assert abs(J_rotated - hylleraas(trial, K, foo, fvv)) < 1e-9

delta = random_amplitudes(0.001)
slope = 0.5 * (hylleraas(trial + delta, K, foo, fvv)
               - hylleraas(trial - delta, K, foo, fvv))
assert abs(slope - 2 * np.sum(tilde(delta) * residual(trial, K, foo, fvv))) < 1e-9
excess = hylleraas(t + delta, K, foo, fvv) - E2
assert excess > 0
assert abs(excess - fock_term(delta, foo, fvv)) < 1e-7

# Energy response to a change of f with frozen orbitals and integrals.
h_occ = 0.1 * rng.normal(size=(no, no))
h_vir = 0.1 * rng.normal(size=(nv, nv))
h_occ, h_vir = 0.5 * (h_occ + h_occ.T), 0.5 * (h_vir + h_vir.T)
step = 2e-4
response = (energy_by_diagonalization(K, foo + step * h_occ, fvv + step * h_vir)
            - energy_by_diagonalization(K, foo - step * h_occ, fvv - step * h_vir)
            ) / (2 * step)
d_occ, d_vir = closed_density(t)
density_response = np.sum(h_occ * d_occ) + np.sum(h_vir * d_vir)
assert abs(response - density_response) < 1e-7

# ---------- localized bond orbitals ----------
h_1s = mol.search_ao_label("H 1s")
assert len(h_1s) == 4
projection = Co[:, 1:].T @ mf.get_ovlp()[:, h_1s]
left, _, right = np.linalg.svd(projection)
U = np.eye(no)
U[1:, 1:] = left @ right
foo_loc = U.T @ foo @ U
K_loc = rotate(K, U, np.eye(nv))
gap_loc = gaps(foo_loc, fvv)
alpha, beta = foo_loc[1, 1], foo_loc[1, 2]
assert abs(alpha + 3 * beta - foo[1, 1]) < 1e-6
assert abs(alpha - beta - foo[2, 2]) < 1e-6

t_uncoupled = -K_loc / gap_loc
E_uncoupled = np.sum(tilde(t_uncoupled) * K_loc)
J_uncoupled = hylleraas(t_uncoupled, K_loc, foo_loc, fvv)
assert J_uncoupled > E2
t_loc = t_uncoupled.copy()
iterations = 0
while np.max(np.abs(residual(t_loc, K_loc, foo_loc, fvv))) > 1e-11:
    t_loc = t_loc - residual(t_loc, K_loc, foo_loc, fvv) / gap_loc
    iterations += 1
    assert iterations < 200
E_loc = np.sum(tilde(t_loc) * K_loc)
assert abs(E_loc - E2) < 1e-7
dl_occ, dl_vir = closed_density(t_loc)
part_diag = np.sum(np.diag(foo_loc) * np.diag(dl_occ))
part_off = np.sum(foo_loc * dl_occ) - part_diag
part_vir = np.sum(fvv * dl_vir)
assert abs(part_diag + part_off + part_vir + E2) < 1e-7

pair = ein("ijab,ijab->ij", tilde(t_loc), K_loc)
pair_can = ein("ijab,ijab->ij", tilde(t), K)
bond_same = np.diag(pair)[1:]
bond_other = 2 * pair[1:, 1:][np.triu_indices(4, 1)]
core_bond = 2 * pair[0, 1:]
for group in (bond_same, bond_other, core_bond):
    assert np.ptp(group) < 1e-6
pair_sum = (pair[0, 0] + 4 * core_bond[0] + 4 * bond_same[0]
            + 6 * bond_other[0])
assert abs(pair_sum - E2) < 1e-5

norm = np.sum(tilde(t) * t)
promoted = np.trace(d_vir)
assert abs(promoted - 2 * norm) < 1e-10
assert abs(promoted + np.trace(d_occ)) < 1e-10


def show(label, value, digits=4):
    print(f"{label}: {value * EV:.{digits}f} eV")


print(f"Fock-space identity, relative error: {fock_space_error:.1e}")
print(f"CH4, RHF and MP2, cc-pVDZ; C-H length: {bond_length:.2f} angstrom")
print(f"Occupied / virtual spatial orbitals: {no} / {nv}")
print(f"Largest |f_ia|: {max_fov * EV:.1e} eV")
show("Smallest double-excitation gap", gap.min())
show("MP2 correlation energy E2", E2)
print(f"E2 converted: {E2:.6f} hartree")
show("Linear term of J", linear_term)
show("Fock term of J = Tr(f D)", fock_value)
show("J at the solution", J_value)
show("Tr(f D), library density", library_trace)
show("Reference trace, 2 sum f_ii", reference_trace)
show("Trace with full unrelaxed density", full_trace)
print(f"Norm <Psi1|Psi1>: {norm:.6f}")
print(f"Electrons promoted, sum D_aa: {promoted:.6f}")
show("Mean double-excitation energy, Tr(f D)/norm", fock_value / norm)
print(f"Frozen-orbital response, finite difference: {response:.8f} hartree")
print(f"Frozen-orbital response, density: {density_response:.8f} hartree")
show("Canonical valence a1 orbital energy", foo[1, 1])
show("Canonical valence t2 orbital energy", foo[2, 2])
show("Bond orbital diagonal f_ii", alpha)
show("Bond-bond coupling f_ij", beta)
show("Trace part, occupied diagonal", part_diag)
show("Trace part, occupied off-diagonal", part_off)
show("Trace part, virtual", part_vir)
show("Pair energy, core-core", pair[0, 0])
show("Pair energy, core-bond (each of 4)", core_bond[0])
show("Pair energy, same bond (each of 4)", bond_same[0])
show("Pair energy, two bonds (each of 6)", bond_other[0])
show("Pair energy, canonical a1-a1", pair_can[1, 1])
show("Uncoupled pairs, sum of pair energies", E_uncoupled)
show("Uncoupled pairs, full J", J_uncoupled)
show("Error of uncoupled pair sum", E_uncoupled - E2)
show("Error of J with uncoupled amplitudes", J_uncoupled - E2)
print(f"Iterations for coupled localized pairs: {iterations}")
show("E2 from coupled localized pairs", E_loc)
print("checks complete")
```

Printed output:

```
Fock-space identity, relative error: 6.0e-15
CH4, RHF and MP2, cc-pVDZ; C-H length: 1.09 angstrom
Occupied / virtual spatial orbitals: 5 / 29
Largest |f_ia|: 6.0e-08 eV
Smallest double-excitation gap: 40.0328 eV
MP2 correlation energy E2: -4.4661 eV
E2 converted: -0.164128 hartree
Linear term of J: -8.9323 eV
Fock term of J = Tr(f D): 4.4661 eV
J at the solution: -4.4661 eV
Tr(f D), library density: 4.4661 eV
Reference trace, 2 sum f_ii: -750.2678 eV
Trace with full unrelaxed density: -745.8016 eV
Norm <Psi1|Psi1>: 0.054475
Electrons promoted, sum D_aa: 0.108950
Mean double-excitation energy, Tr(f D)/norm: 81.9850 eV
Frozen-orbital response, finite difference: 0.00480130 hartree
Frozen-orbital response, density: 0.00480130 hartree
Canonical valence a1 orbital energy: -25.6334 eV
Canonical valence t2 orbital energy: -14.7639 eV
Bond orbital diagonal f_ii: -17.4813 eV
Bond-bond coupling f_ij: -2.7174 eV
Trace part, occupied diagonal: 1.9634 eV
Trace part, occupied off-diagonal: -0.1030 eV
Trace part, virtual: 2.6057 eV
Pair energy, core-core: -0.0232 eV
Pair energy, core-bond (each of 4): -0.0139 eV
Pair energy, same bond (each of 4): -0.6216 eV
Pair energy, two bonds (each of 6): -0.3168 eV
Pair energy, canonical a1-a1: -0.2094 eV
Uncoupled pairs, sum of pair energies: -4.3910 eV
Uncoupled pairs, full J: -4.4374 eV
Error of uncoupled pair sum: 0.0752 eV
Error of J with uncoupled amplitudes: 0.0288 eV
Iterations for coupled localized pairs: 19
E2 from coupled localized pairs: -4.4661 eV
checks complete
```
